# Matthiessen's rule for acoustic and piezoelectric scattering: test program

```python
"""
Result under test: for a nondegenerate electron gas scattered by acoustic
(deformation-potential) and piezoelectric phonons,
    mu / mu_ac = F(s) = 1 - s + s^2 exp(s) E1(s),
    R = mu_Matthiessen / mu = 1 / ((1 + s/2) F(s)) > 1,
with a single maximum R = 1 + s/(s+2)^2 at a value of s below 2.
Symbols: x = E/kT; tau_ac = a x^(-1/2); tau_pe = b x^(1/2); s = a/b;
E1 = exponential integral; mu = (e/m) <tau>, weight x^(3/2) exp(-x).
SI units inside; engineering units in the printout.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma

mp.mp.dps = 30
hbar, e, kB, eps0 = const.hbar, const.e, const.k, const.epsilon_0


def F(s):
    s = mp.mpf(s)
    return float(1 - s + s**2 * mp.exp(s) * mp.e1(s))


def R(s):
    return 1 / ((1 + s / 2) * F(s))


def average(tau):
    """Transport average of tau(x) by quadrature."""
    f = lambda x: x**1.5 * np.exp(-x) * tau(x)
    parts = [quad(f, lo, hi, epsabs=0, epsrel=1e-10, limit=300)[0]
             for lo, hi in ((0, 0.1), (0.1, 2), (2, 12), (12, 60))]
    return sum(parts) / gamma(2.5)


def R_numeric(s):
    """Matthiessen ratio from three separate quadratures."""
    A = average(lambda x: x**-0.5)
    B = average(lambda x: x**0.5 / s)
    return A * B / (A + B) / average(lambda x: 1 / (x**0.5 + s * x**-0.5))


# ---- the average, the ratio and the sign of the error
for s in (0.01, 0.1, 1.0, 3.0, 10.0, 100.0):
    tau_mean = average(lambda x: 1 / (x**0.5 + s * x**-0.5))
    assert abs(tau_mean / (4 * F(s) / (3 * np.sqrt(np.pi))) - 1) < 1e-7
    assert abs(R_numeric(s) - R(s)) < 1e-7 and R(s) > 1
    A = average(lambda x: x**-0.5)
    B = average(lambda x: x**0.5 / s)
    gap = average(lambda x: (B * x**-0.5 - A * x**0.5 / s)**2
                  / (x**-0.5 + x**0.5 / s)) / (A + B)**2
    assert abs(gap - (A * B / (A + B) - tau_mean)) < 1e-8

# velocity-space average 2<u_x^2 tau>, u = v / sqrt(2kT/m), at s = 2
vel = dblquad(lambda up, ux: 2 * 2 * np.pi * up * np.pi**-1.5 * 2 * ux**2
              * np.exp(-ux**2 - up**2) * np.sqrt(ux**2 + up**2)
              / (ux**2 + up**2 + 2.0), 0, 7, 0, 7,
              epsabs=1e-8, epsrel=1e-8)[0] / 1.0
vel_expected = 4 * F(2.0) / (3 * np.sqrt(np.pi))
# factors: 2 from m v_x^2/kT, 2 from the two signs of u_x
assert abs(vel / vel_expected - 1) < 1e-5

# ---- limits
assert abs((R(1e-4) - 1) / (1e-4 / 2) - 1) < 0.01
assert abs((R(1e3) - 1) * 1e3 - 1) < 0.01


# ---- the maximum
def W(s):
    return s * (s + 1) * (s + 4)


def H(s):
    return mp.e1(s) - mp.exp(-s) * (s**2 + 4 * s + 1) / W(s)


def D(s):
    return (2 + s) * (1 - s + s**2 * mp.exp(s) * mp.e1(s))


for s in (0.3, 1.2, 2.0, 5.0):
    s = mp.mpf(s)
    assert abs(mp.diff(D, s) - W(s) * mp.exp(s) * H(s)) < 1e-8
    assert abs(mp.diff(H, s) - mp.exp(-s) * (4 - 2 * s) / W(s)**2) < 1e-8
s_max = brentq(lambda s: float(H(mp.mpf(s))), 0.1, 2.0, xtol=1e-12)
search = minimize_scalar(lambda s: -R_numeric(s), bounds=(0.1, 10),
                         method="bounded", options={"xatol": 1e-6})
assert abs(search.x - s_max) < 2e-3
R_max = 1 + s_max / (s_max + 2)**2
assert abs(-search.fun - R_max) < 1e-7 and R_max < 1.125
s_low = brentq(lambda s: R(s) - 1.10, 0.05, s_max)
s_high = brentq(lambda s: R(s) - 1.10, s_max, 60)

# ---- example parameters (rough, round)
T = 50.0
m = 0.07 * const.m_e
eps_r, eps_inf = 13.0, 11.0
eps = eps_r * eps0
Xi = 8.0 * e
c_L = 140e9
rho = 5300.0
K2 = 0.003
E_opt = 0.036 * e
gap_energy = 1.5 * e
n = 1e19                      # carriers = ionized impurities, m^-3
c_s = np.sqrt(c_L / rho)


def rate_ac(x, T):
    return (np.sqrt(2) * m**1.5 * Xi**2 * kB * T * np.sqrt(x * kB * T)
            / (np.pi * hbar**4 * c_L))


def rate_pe(x, T):
    return (np.sqrt(2) * e**2 * K2 * kB * T * np.sqrt(m)
            / (4 * np.pi * eps * hbar**2 * np.sqrt(x * kB * T)))


def wavenumber(x, T):
    return np.sqrt(2 * m * x * kB * T) / hbar


def inelastic_rate(coupling2, x, T, sound):
    """Momentum-loss rate: phonon energy and Bose occupation retained."""
    k = wavenumber(x, T)
    delta = m * sound / (hbar * k)
    density = c_L / sound**2

    def integrand(t, sign):       # sign +1 emission, -1 absorption
        q = 2 * k * t
        N = 1 / np.expm1(hbar * sound * q / (kB * T))
        M2 = hbar * coupling2(q) / (2 * density * sound * q)
        loss = q**2 / (2 * k**2) + sign * q * delta / k
        return (m / (2 * np.pi * hbar**3 * k) * q * M2
                * (N + (sign > 0)) * loss * 2 * k)
    return sum(quad(integrand, 0, 1 - sg * delta, args=(sg,),
                    epsabs=0, epsrel=1e-9)[0] for sg in (1, -1))


deviation = {}
for name, coupling2, formula in (
        ("acoustic", lambda q: Xi**2 * q**2, rate_ac),
        ("piezoelectric", lambda q: e**2 * K2 * c_L / eps, rate_pe)):
    dev = inelastic_rate(coupling2, 1.0, T, c_s) / formula(1.0, T) - 1
    slow = inelastic_rate(coupling2, 1.0, T, c_s / 10) / formula(1.0, T) - 1
    assert abs(dev) < 0.01 and abs(slow) < abs(dev) / 50
    deviation[name] = dev

T0 = hbar**2 * e**2 * K2 * c_L / (4 * m * eps * Xi**2) / kB
s_ex = T0 / T
ratio_slow = (inelastic_rate(lambda q: e**2 * K2 * c_L / eps, 1., T, c_s / 10)
              / inelastic_rate(lambda q: Xi**2 * q**2, 1., T, c_s / 10))
assert abs(ratio_slow / s_ex - 1) < 1e-3


def mobility(rate):
    return e / m * average(lambda x: 1 / rate(x))


a, b = 1 / rate_ac(1.0, T), 1 / rate_pe(1.0, T)
mu_ac = 4 * e * a / (3 * np.sqrt(np.pi) * m)
mu_pe = 8 * e * b / (3 * np.sqrt(np.pi) * m)
mu = mu_ac * F(s_ex)
mu_M = 1 / (1 / mu_ac + 1 / mu_pe)
assert abs(mobility(lambda x: rate_ac(x, T)) / mu_ac - 1) < 1e-7
assert abs(mobility(lambda x: rate_pe(x, T)) / mu_pe - 1) < 1e-7
assert abs(mobility(lambda x: rate_ac(x, T) + rate_pe(x, T)) / mu - 1) < 1e-7
assert abs(mu_M / mu - R(s_ex)) < 1e-9


# ---- neglected effects
def screening_b(x, T, n):
    """(inverse Debye length)^2 / (4 k^2)."""
    return n * e**2 / (eps * kB * T) / (4 * wavenumber(x, T)**2)


def rate_imp(x, T, n):
    bb = screening_b(x, T, n)
    log_term = np.log1p(1 / bb) - 1 / (1 + bb)
    return (n * e**4 * log_term
            / (16 * np.pi * np.sqrt(2 * m) * eps**2 * (x * kB * T)**1.5))


def screen_factor(x, T, n):
    bb = screening_b(x, T, n)
    return 1 - 2 * bb * np.log1p(1 / bb) + bb / (1 + bb)


def rate_opt(x, T):
    """Rate of polar optical phonon absorption."""
    k, k0 = wavenumber(x, T), np.sqrt(2 * m * E_opt) / hbar
    N = 1 / np.expm1(E_opt / (kB * T))
    C = (1 / eps_inf - 1 / eps_r) / eps0
    return (e**2 * (E_opt / hbar) * C * N * m / (2 * np.pi * hbar**2 * k)
            * np.arcsinh(k / k0))


# angular golden-rule integrals for these three formulas, at x = 1
k1 = wavenumber(1.0, T)
kappa2 = n * e**2 / (eps * kB * T)


def elastic_rate(W2):
    f = lambda c: (1 - c) * W2(2 * k1**2 * (1 - c))
    val = sum(quad(f, lo, hi, epsabs=0, epsrel=1e-9, limit=300)[0]
              for lo, hi in ((-1, 0.9), (0.9, 0.999), (0.999, 1)))
    return m * k1 / (2 * np.pi * hbar**3) * val


imp_num = elastic_rate(lambda q2: n * (e**2 / (eps * (q2 + kappa2)))**2)
assert abs(imp_num / rate_imp(1.0, T, n) - 1) < 1e-6
pe_num = elastic_rate(lambda q2: e**2 * K2 * kB * T / eps
                      * q2 / (q2 + kappa2)**2)
assert abs(pe_num / (rate_pe(1., T) * screen_factor(1., T, n)) - 1) < 1e-6
k_out = np.sqrt(k1**2 + 2 * m * E_opt / hbar**2)
N_opt = 1 / np.expm1(E_opt / (kB * T))
opt_num = (m * k_out / (2 * np.pi * hbar**3) * N_opt * e**2 * E_opt / 2
           * (1 / eps_inf - 1 / eps_r) / eps0
           * quad(lambda c: 1 / (k1**2 + k_out**2 - 2 * k1 * k_out * c),
                  -1, 1, epsabs=0, epsrel=1e-9)[0])
assert abs(opt_num / rate_opt(1.0, T) - 1) < 1e-6

lattice = lambda x: rate_ac(x, T) + rate_pe(x, T)
change_imp = mobility(lambda x: lattice(x) + rate_imp(x, T, n)) / mu - 1
change_imp_low = mobility(lambda x: lattice(x)
                          + rate_imp(x, T, n / 10)) / mu - 1
change_opt = mobility(lambda x: lattice(x) + rate_opt(x, T)) / mu - 1
change_scr = mobility(lambda x: rate_ac(x, T) + rate_pe(x, T)
                      * screen_factor(x, T, n)) / mu - 1
T_peak = T0 / s_max
mu_peak = mobility(lambda x: rate_ac(x, T_peak) + rate_pe(x, T_peak))
change_opt_peak = mobility(lambda x: rate_ac(x, T_peak) + rate_pe(x, T_peak)
                           + rate_opt(x, T_peak)) / mu_peak - 1
N_c = 2 * (m * kB * T / (2 * np.pi * hbar**2))**1.5

# ---- printout
print("Table: s, mu_ac/mu_pe, F = mu/mu_ac, Matthiessen excess (%)")
for s in (0.01, 0.1, 0.5, 1, 2, 5, 10, 100):
    print(f"  {s:7.2f} {s/2:8.3f} {F(s):9.5f} {100*(R(s)-1):8.3f}")
print(f"s at maximum error: {s_max:.5f}")
print(f"mu_ac/mu_pe at maximum error: {s_max/2:.5f}")
print(f"maximum excess: {100*(R_max-1):.4f} %")
print(f"excess above 10 % for s from {s_low:.3f} to {s_high:.3f}")
print(f"temperature T: {T:.0f} K; kT: {1e3*kB*T/e:.3f} meV")
print(f"mass: {m/const.m_e:.2f} m_e; static permittivity: {eps_r:.0f}")
print(f"deformation potential: {Xi/e:.1f} eV; K^2: {K2:.4f}")
print(f"modulus: {c_L/1e9:.0f} GPa; density: {rho/1e3:.1f} g/cm3")
print(f"sound speed: {c_s/1e3:.3f} km/s")
print(f"T0: {T0:.2f} K; s = T0/T: {s_ex:.4f}")
print(f"a (acoustic time at E = kT): {a*1e12:.2f} ps")
print(f"b (piezoelectric time at E = kT): {b*1e12:.2f} ps")
print(f"F(s) in the example: {F(s_ex):.5f}")
print(f"acoustic mobility: {mu_ac*1e4:.4e} cm2/Vs")
print(f"piezoelectric mobility: {mu_pe*1e4:.4e} cm2/Vs")
print(f"combined mobility: {mu*1e4:.4e} cm2/Vs")
print(f"Matthiessen mobility: {mu_M*1e4:.4e} cm2/Vs")
print(f"Matthiessen excess in the example: {100*(mu_M/mu-1):.3f} %")
print(f"temperature of maximum error: {T_peak:.1f} K")
print("Neglected effects (change of combined mobility unless stated):")
print(f"impurities at {n/1e6:.0e} cm-3: {100*change_imp:.2f} %")
print(f"impurities at {n/1e7:.0e} cm-3: {100*change_imp_low:.2f} %")
print(f"optical phonon energy: {1e3*E_opt/e:.0f} meV; "
      f"high-frequency permittivity: {eps_inf:.0f}")
print(f"optical absorption at {T:.0f} K: {100*change_opt:.2f} %")
print(f"optical absorption at {T_peak:.1f} K: {100*change_opt_peak:.1f} %")
print(f"screening at {n/1e6:.0e} cm-3: {100*change_scr:+.3f} %")
for name, dev in deviation.items():
    print(f"phonon energy, {name} rate at E = kT: {100*dev:+.3f} %")
print(f"largest phonon energy / kT at E = kT: {2*hbar*k1*c_s/(kB*T):.3f}")
print(f"degeneracy, n/N_c: {n/N_c:.2e}")
print(f"nonparabolicity, kT/gap (gap {gap_energy/e:.1f} eV): "
      f"{kB*T/gap_energy:.2e}")
print(f"field where drift speed = sound speed: {c_s/mu/100:.3f} V/cm")
print("verified")
```

Running it gives:

```
Table: s, mu_ac/mu_pe, F = mu/mu_ac, Matthiessen excess (%)
     0.01    0.005   0.99041    0.466
     0.10    0.050   0.92015    3.503
     0.50    0.250   0.73073    9.480
     1.00    0.500   0.59635   11.792
     2.00    1.000   0.44531   12.280
     5.00    2.500   0.26055    9.656
    10.00    5.000   0.15633    6.610
   100.00   50.000   0.01942    0.952
s at maximum error: 1.64066
mu_ac/mu_pe at maximum error: 0.82033
maximum excess: 12.3782 %
excess above 10 % for s from 0.570 to 4.601
temperature T: 50 K; kT: 4.309 meV
mass: 0.07 m_e; static permittivity: 13
deformation potential: 8.0 eV; K^2: 0.0030
modulus: 140 GPa; density: 5.3 g/cm3
sound speed: 5.140 km/s
T0: 180.05 K; s = T0/T: 3.6011
a (acoustic time at E = kT): 80.17 ps
b (piezoelectric time at E = kT): 22.26 ps
F(s) in the example: 0.32191
acoustic mobility: 1.5153e+06 cm2/Vs
piezoelectric mobility: 8.4158e+05 cm2/Vs
combined mobility: 4.8778e+05 cm2/Vs
Matthiessen mobility: 5.4107e+05 cm2/Vs
Matthiessen excess in the example: 10.925 %
temperature of maximum error: 109.7 K
Neglected effects (change of combined mobility unless stated):
impurities at 1e+13 cm-3: -9.66 %
impurities at 1e+12 cm-3: -1.45 %
optical phonon energy: 36 meV; high-frequency permittivity: 11
optical absorption at 50 K: -3.36 %
optical absorption at 109.7 K: -59.9 %
screening at 1e+13 cm-3: +0.075 %
phonon energy, acoustic rate at E = kT: -0.379 %
phonon energy, piezoelectric rate at E = kT: -0.284 %
largest phonon energy / kT at E = kT: 0.140
degeneracy, n/N_c: 3.16e-04
nonparabolicity, kT/gap (gap 1.5 eV): 2.87e-03
field where drift speed = sound speed: 1.054 V/cm
verified
```
